# Potential and Energy of Charged Wires in Square Supercells, part 2

We seek the electrostatic energy of charged wires in a periodic cell, and its dependence on the cell size. Gaussian units are used. Parallel lines along \(z\), each with charge \(\lambda\) per length, form a square array of side \(L\) in a linear, uniform, isotropic medium of dielectric constant \(\varepsilon\). A uniform background makes each cell neutral. The lines cross the \(xy\) plane at the lattice points \(\mathbf R\); the reciprocal vectors are \(\mathbf G\). With \(\mathbf r=(x,y)\) and \(r=|\mathbf r|\), the potential \(\phi=(2\lambda/\varepsilon)u\) of ideal lines is periodic, has zero cell average, and obeys

\[
\nabla^2\phi(\mathbf r)=-\frac{4\pi\lambda}{\varepsilon}\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^2}\Big]. \tag{1}
\]

It was shown that

\[
u=\frac{2\pi}{L^2}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},\qquad
u=\ln\frac Lr-C+\frac{\pi r^2}{2L^2}+O\!\Big(\frac{r^4}{L^4}\Big), \tag{10}
\]

with \(C=1.3105\). The second form holds near a line; its first two terms are the logarithmic law. The leading correction of fourth order is \(a_4(r/L)^4\cos4\theta\), where \(a_4\approx0.788\) and \(\theta\) is the angle of \(\mathbf r\) with the \(x\) axis.

The numerical output also lists the constant \(C-\pi/12\), which belongs to another zero of potential (neutral square cells added in real space), and an estimate of \(C\) from a circular cell of equal area.

For the energy, each line's charge is spread with the profile

\[
g(\mathbf r)=\frac{e^{-r^2/s^2}}{\pi s^2},\qquad\int g\,d^2r=1 .
\]

The width \(s\) and \(\lambda\) stay fixed as \(L\) changes. The energy per unit length of one cell is \(E/\ell=\tfrac12\int\rho\,\phi\,d^2r\), with \(\rho\) the free charge density, background included. The background's own term vanishes because \(\phi\) has zero average, so the energy is half the wire charge times the potential it feels.

Theorem 2, proved below, states that for this profile

\[
\frac E\ell=\frac{\lambda^2}{\varepsilon}\Big[\ln\frac Ls-C+\frac\gamma2-\frac12\ln2+\frac{\pi s^2}{L^2}-\frac12\sum_{\mathbf R\neq0}E_1\!\Big(\frac{R^2}{2s^2}\Big)\Big], \tag{11}
\]

where \(\gamma=0.5772\) is Euler's constant and \(E_1(a)=\int_a^\infty e^{-v}dv/v\). The last sum is exponentially small for \(L\gg s\).

### Lemma 5: the smeared potential

Let \(U(\mathbf r;t)\) be the average of \(u\) with the Gaussian weight \(g_t(\mathbf r)=e^{-r^2/t}/(\pi t)\) centred at \(\mathbf r\). Then

\[
U(\mathbf r;t)=u(\mathbf r)-\frac12\sum_{\mathbf R}E_1\!\Big(\frac{|\mathbf r-\mathbf R|^2}{t}\Big)+\frac{\pi t}{2L^2}. \tag{12}
\]

**Proof.** Differentiation gives

\[
\partial_tg_t=\Big(\frac{r^2}{t^2}-\frac1t\Big)g_t,\qquad
\nabla^2g_t=\Big(\frac{4r^2}{t^2}-\frac4t\Big)g_t ,
\]

so \(\partial_tg_t=\tfrac14\nabla^2g_t\). The same relation holds for \(U\), which is a weighted average of \(u\) with \(g_t\). The smeared potential also obeys the Poisson equation with smeared lines, \(\nabla^2U=-2\pi[\sum_{\mathbf R}g_t(\mathbf r-\mathbf R)-L^{-2}]\). Together,

\[
\partial_tU=-\frac12\sum_{\mathbf R}\frac{e^{-|\mathbf r-\mathbf R|^2/t}}t+\frac\pi{2L^2}.
\]

Integrate from 0 to \(t\) at a point off the lines, where \(U\to u\) as the width goes to zero. With \(a=|\mathbf r-\mathbf R|^2\) and the substitution \(v=a/t'\), for which \(dt'/t'=-dv/v\),

\[
\int_0^t\frac{e^{-a/t'}}{t'}dt'=\int_{a/t}^\infty\frac{e^{-v}}v\,dv=E_1(a/t).
\]

This proves (12). \(\square\)

### Proof of Theorem 2

The wire energy is \(\tfrac12\lambda\) times the average over the profile of the smeared potential. The potential has already been smeared once by the source profile. The average over the receiving profile smears it again, so that two Gaussian weights act on \(u\). In Fourier space each multiplies a coefficient by \(e^{-G^2s^2/4}\). Their product \(e^{-G^2s^2/2}\) is the factor of a single Gaussian \(g_t\) with \(t=2s^2\), because \(g_t\) has the factor \(e^{-G^2t/4}\). Therefore

\[
\frac E\ell=\frac\lambda2\,\frac{2\lambda}\varepsilon\,U(0;2s^2)
=\frac{\lambda^2}\varepsilon\,\frac{2\pi}{L^2}\sum_{\mathbf G\neq0}\frac{e^{-G^2s^2/2}}{G^2}. \tag{13}
\]

To evaluate \(U(0;t)\), let \(r\to0\) in (12). Integration by parts gives

\[
E_1(a)=-e^{-a}\ln a+\int_a^\infty e^{-v}\ln v\,dv .
\]

For \(a\to0\) the last integral tends to \(\int_0^\infty e^{-v}\ln v\,dv=-\gamma\), so \(E_1(a)=-\ln a-\gamma\) up to terms that vanish. The term \(\mathbf R=0\) in (12) and the singular part of \(u\) then combine to

\[
\ln\frac Lr-C-\frac12\Big(-\gamma-\ln\frac{r^2}t\Big)=\ln L-\frac12\ln t-C+\frac\gamma2 .
\]

The two terms in \(\ln r\) have cancelled, as they must for a charge of finite width. Putting \(t=2s^2\) gives \(-\tfrac12\ln t=-\ln s-\tfrac12\ln2\), and the background term becomes \(\pi t/(2L^2)=\pi s^2/L^2\). The other lines leave the sum in (11). Since \(1/v\le1/a\) in its integral, \(E_1(a)\le e^{-a}/a\), which shows that this sum is exponentially small. \(\square\)

### Remark: other profiles

Let the profile be any fixed distribution of unit total weight within a region of diameter smaller than \(L\), with finite self-energy. Averaging the second form of (10) over the separation \(d\) of two charge elements gives

\[
\frac E\ell=\frac{\lambda^2}\varepsilon\Big[\ln L-\langle\ln d\rangle-C+\frac{\pi\langle d^2\rangle}{2L^2}+O(L^{-4})\Big],
\]

where the two logarithms are taken in the same length unit. The profile changes the constant and leaves the coefficient of \(\ln L\) alone.

### Remark: where the energy sits

At distances large compared with the wire width and small compared with \(L\), the field is \(2\lambda/(\varepsilon r)\). The field energy per length between two radii \(r_1\) and \(r_2\) in this range is

\[
\frac\varepsilon{8\pi}\int_{r_1}^{r_2}\Big(\frac{2\lambda}{\varepsilon r}\Big)^22\pi r\,dr=\frac{\lambda^2}\varepsilon\ln\frac{r_2}{r_1}.
\]

Each doubling of the radius holds the same energy. The background cuts the field off at a distance of order \(L\), and a larger cell admits more of it. An isolated charged wire has no finite field energy per length, so the growth with \(L\) is a property of the charged wire itself. It cannot be removed by extrapolation to large cells.

One can subtract \((\lambda^2/\varepsilon)\ln(L/L_0)\), and the remainder converges, but its value depends on the chosen length \(L_0\). Differences between wires with the same \(\lambda\), \(\varepsilon\) and \(L\) do converge, because the logarithm drops out. In a material, mobile charge may compensate the wire within some radius that does not depend on the cell. For \(L\) well above that radius the outer field is screened, and the growth stops.

The same integral shows which dielectric constant matters when the wire and its surroundings differ. Far from the wire, the field lies in the surrounding medium, and the constant of that medium sets the coefficient of \(\ln L\). For a wire in vacuum it is one.

### Worked example

Let the wire carry one elementary charge \(e\) per period \(c=5\) Å, with \(s=2\) Å and \(\varepsilon=10\). These are model parameters. The line is strongly charged: its field \(2e/(c\,\varepsilon r)\) is still about 7 MV/cm at \(r=8\) Å, above the bulk breakdown fields of silicon and gallium arsenide. A linear bulk \(\varepsilon\) at distances of a few ångströms is an idealization. It affects the constant in the energy, while the coefficient of \(\ln L\) is set by the far field. The energy per period is \(c\,E/\ell\), and \(\lambda=e/c\), so the energy scale is

\[
\frac{\lambda^2c}\varepsilon=\frac{e^2}{c\,\varepsilon}=\frac{14.3996\ \text{eV Å}}{5\ \text{Å}\times10}=0.28799\ \text{eV}.
\]

In SI units the numerator stands for \(e^2/(4\pi\varepsilon_0)\). For \(L=20\) Å, (11) gives

\[
2.3026-1.3105+0.2886-0.3466+0.0314=0.9655,
\]

where the terms are, in order, \(\ln10\), \(-C\), \(\gamma/2\), \(-\tfrac12\ln2\) and \(\pi s^2/L^2\). The product with the scale is 0.278 eV per period. The direct reciprocal sum (13) gives the same value. Both routes also agree at the larger sizes:

| \(L\) (Å) | Energy per period (eV) |
|---:|---:|
| 20 | 0.2781 |
| 40 | 0.4709 |
| 80 | 0.6688 |
| 160 | 0.8680 |
| 320 | 1.0675 |

The logarithm alone predicts an increase of \(0.28799\ln2=0.1996\) eV per doubling. The first step in the table is 0.1928 eV and the last is 0.1995 eV. The shortfall comes from the term \(\pi s^2/L^2\), which decreases as the cell grows. In the first step it falls by \(\tfrac34\pi s^2/L^2\) at \(L=20\) Å, which is 0.0236, or 0.0068 eV.

The potential has the same drift. For ideal lines with this \(\lambda\), at the point \(r=8\) Å on the \(x\) axis and \(L=80\) Å, the logarithmic law gives

\[
2\times0.28799\ \text V\times(2.3026-1.3105)=0.571\ \text V,
\]

while the full potential is 0.581 V. At \(L=320\) Å the full value is 1.370 V. A potential measured from the cell average thus keeps rising at a fixed distance from the wire. At \(L=20\) Å the same point lies at \(r/L=0.4\), and the logarithmic law fails: it gives \(-0.227\) V against \(-0.0705\) V. At this \(r/L\) the direction matters as well: on the diagonal, at the same distance, the full value is lower by about \(2a_4(0.4)^4\times0.576\ \text V\approx0.023\) V.

### Proposition: charge that varies along the wire

Real wires have a charge that varies along \(z\). Consider a row of Gaussian dots, each of charge \(\lambda c\) and density proportional to \(e^{-(x^2+y^2+z^2)/s^2}\), with period \(c\). At fixed \(c\) and \(s\), their variation along \(z\) adds an energy per period that approaches a constant exponentially fast as \(L\) grows.

**Proof.** The energy per period is the three-dimensional analogue of (13),

\[
E_{\rm per}=\frac{2\pi(\lambda c)^2}{\varepsilon L^2c}\sum_{\mathbf K\neq0}\frac{e^{-K^2s^2/2}}{K^2}.
\]

The terms with \(K_z=0\) reproduce \(c\) times (13), because \((\lambda c)^2/c=\lambda^2c\). For the others set \(\kappa=2\pi|j|/c\) with integer \(j\neq0\), so that \(K^2=G^2+\kappa^2\), and write

\[
\frac{e^{-(G^2+\kappa^2)s^2/2}}{G^2+\kappa^2}=\frac12\int_{s^2}^\infty e^{-(G^2+\kappa^2)t/2}\,dt .
\]

The Poisson summation formula turns the sum over \(\mathbf G\) into one over \(\mathbf R\):

\[
\frac1{L^2}\sum_{\mathbf G}e^{-G^2t/2}=\sum_{\mathbf R}\frac{e^{-R^2/(2t)}}{2\pi t}.
\]

The term \(\mathbf R=0\) does not contain \(L\). After multiplication by \(2\pi\), each other term is positive and bounded by extending the integral down to \(t=0\). With \(t=(R/\kappa)e^v\),

\[
\frac12\int_0^\infty\frac{dt}t\,e^{-\kappa^2t/2-R^2/(2t)}=\int_0^\infty e^{-\kappa R\cosh v}\,dv
\le\sqrt{\frac{\pi}{2\kappa R}}\;e^{-\kappa R}.
\]

The last step uses \(\cosh v\ge1+v^2/2\). The smallest values are \(R=L\) and \(\kappa=2\pi/c\), so the dependence on \(L\) is at most of order \(e^{-2\pi L/c}\), apart from a power of \(L\). \(\square\)

For the parameters of the example, this energy is 0.00308 eV per period at both \(L=20\) Å and \(L=40\) Å. The atomic structure of the charge along the wire does not affect the logarithm.

The condition of fixed \(c\) is essential. If a single charged dot is placed in a cube whose three sides all grow, the charge per length \(q/L\) falls with the size. For point charges \(q\) in a cubic array with background, the part of the energy that depends on size must be proportional to \(q^2/(\varepsilon L)\), since no other length is present. It tends to zero. The logarithm belongs to objects extended along one direction, in cells that grow across that direction.

### Corollary: several lines in one cell, and charged dislocations

For a dislocation line, \(\lambda\) is the charge held per unit length by its core or by defects attached to it. A fully periodic crystal cell cannot contain just one dislocation. The closure failure around the cell boundary is the integral of the distortion along that boundary. The distortion is periodic, so opposite edges cancel, and the Burgers vectors in the cell must add up to zero. At least two lines are needed.

Let the cell contain parallel lines of charges \(\lambda_i\) with the same Gaussian profile, at separations \(d_{ij}\) chosen as the shortest between periodic copies. By superposition,

\[
\frac E\ell=\frac1\varepsilon\Big[\sum_i\lambda_i^2\,U(0;2s^2)+2\sum_{i<j}\lambda_i\lambda_j\,U(\mathbf d_{ij};2s^2)\Big]. \tag{14}
\]

The factor 2 arises because the interaction of a pair is the charge of one times the potential \((2\lambda_j/\varepsilon)U\) of the other, without the factor one half. Two cases follow.

If the separations stay fixed while \(L\) grows, every \(U\) in (14) contains \(\ln L\) with coefficient one. The total coefficient of \(\ln L\) is

\[
\frac1\varepsilon\Big[\sum_i\lambda_i^2+2\sum_{i<j}\lambda_i\lambda_j\Big]=\frac1\varepsilon\Big(\sum_i\lambda_i\Big)^2 .
\]

If all separations grow in proportion to \(L\), the pair terms tend to constants, because \(u\) depends on \(\mathbf r/L\) alone. The coefficient is then \(\varepsilon^{-1}\sum_i\lambda_i^2\).

For two equal charges the coefficients are 4 and 2, in units of \(\lambda^2/\varepsilon\). For opposite charges at fixed separation the coefficient is 0: the far field of one line cancels that of the other. If opposite charges move apart in proportion to \(L\), the coefficient is 2, even though the cell needs no background. This growth is the work of separating attracting lines.

Explicit sums for \(s=2\) Å, between \(L=160\) Å and \(L=320\) Å, give 3.985 for equal charges 10 Å apart, 1.998 for equal charges displaced by \((L/2,L/2)\), and 0.013 for opposite charges 10 Å apart. The small deviations follow from the terms in \(L^{-2}\). For the first pair, (12) and (10) give \(\pi(d^2+4s^2)/L^2\) in total, with \(d=10\) Å. Its change over the doubling, divided by \(\ln2\), is

\[
-\frac34\,\frac{\pi(100+16)}{160^2\ln2}=-0.015,
\]

in agreement with \(3.985-4\).

These results concern the electrostatic energy of a prescribed charge in a linear, isotropic medium. The elastic energy of the dislocations and the energy of their cores must be added. The elastic energy also grows logarithmically when the separations grow with \(L\). For a screw dislocation with Burgers vector of length \(b\) in a medium of shear modulus \(\mu\), its coefficient is \(\mu b^2/(4\pi)\) per line. For \(\mu=50\) GPa and \(b=4\) Å this is about 2 eV per 5 Å of line, well above the electrostatic 0.288 eV of the example. The coefficients above are therefore not those of the total energy of a cell with dislocations. In an anisotropic crystal, a potential independent of \(z\) depends only on the components of the dielectric tensor in the plane across the lines. If that plane is dielectrically isotropic, as for lines along the unique axis of a hexagonal or tetragonal crystal, the results for such lines, including \(C\), hold with \(\varepsilon\) the in-plane value. Otherwise \(\varepsilon\) in the coefficient of \(\ln L\) becomes \(\sqrt{\varepsilon_{xx}\varepsilon_{yy}}\), in principal axes of the plane, and the constant no longer applies as it stands. If the charge on the line changes with cell size, the energies at different \(L\) describe different states, and their difference does not test the logarithmic law.

The numerical output below gives the values used here in full.

## Computed results

```
CONSTANT (dimensionless)
ln(2 pi) = 1.837877, pi/6 = 0.523599
2 sum ln(1-exp(-2 pi k)) = -0.003745
C from series = 1.310533
C from Gamma(1/4) form = 1.310533
C from Ewald potential at r/L = 0.0001: 1.310533
constant from real-space neutral cells = 1.048734
C - pi/12 = 1.048734
constant for circular cell of equal area = 1.322365
coefficient of (r/L)^4 along x, at r/L = 0.1: 0.7879
same along the diagonal: -0.7877
REDUCED POTENTIAL phi/(2 lam/eps) along x
r/L, full, bare log law, log law with quadratic term
0.02  2.60212  2.60149  2.60212
0.05  1.68913  1.68520  1.68913
0.10  1.00784  0.99205  1.00776
0.20  0.36300  0.29890  0.36174
0.30  0.04123  -0.10656  0.03481
WORKED EXAMPLE
s = 2.0 angstrom, c = 5.0 angstrom, eps = 10.0
e^2/(4 pi eps0) = 14.3996 eV angstrom
lam^2 c/eps = 0.28799 eV per period
(lam^2 c/eps) ln 2 = 0.19962 eV per period
L (angstrom), energy per period (eV): direct sum, formula
20  0.27806  0.27806
40  0.47089  0.47089
80  0.66882  0.66882
160  0.86802  0.86802
320  1.06753  1.06753
increase from L = 160 to 320 angstrom: 0.19952 eV
L (angstrom), line potential at r = 8 angstrom (V): full, log law
20  -0.07050  -0.22708
40  0.20908  0.17217
80  0.58050  0.57141
160  0.97292  0.97065
320  1.37046  1.36989
Modulation energy of a row of dots (eV per period)
L = 20 angstrom: 0.00307565
L = 40 angstrom: 0.00307565
PAIRS: coefficient of ln L in units lam^2/eps, L = 160 to 320 angstrom
equal charges, 10 angstrom apart: 3.9846
equal charges, offset (L/2, L/2): 1.9979
opposite charges, 10 angstrom apart: 0.0133
```
